# The exchange virial relation in relativistic density functional theory

In the core of a heavy atom the local Fermi momentum is comparable with $c$ in atomic units. Exchange there depends on two lengths: the electron spacing and the Compton length $1/c$. The nonrelativistic Levy-Perdew relation

$$\int v_x\,(3n+\mathbf r\cdot\nabla n)\,d^3r=E_x$$

rests on the absence of any length besides those in the density $n$. In a Dirac calculation with relativistic exchange it therefore fails, and for cadmium treated with relativistic local exchange, the model of section 8, it fails by more than 12 hartree. The local model overstates this term; the orbital exchange of section 1 gives about 8 hartree for the same density. This appendix derives the relation that replaces it, gives the formulas needed to implement it for local exchange, and applies them to that atom.

## 1. Conventions and assumptions

Hartree atomic units are used, so $m=e=\hbar=1$ and $c\approx137.036$. The system has closed shells and no current, so the density is the only variable. The Kohn-Sham orbitals are positive-energy solutions of

$$\left[c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+v(\mathbf r)\right]\psi_i=\varepsilon_i\psi_i ,\qquad n=\sum_i\psi_i^\dagger\psi_i ,$$

where the sum runs over occupied states. In the no-pair approximation the exchange energy is

$$E_x[n;c]=-\frac12\sum_{ij}\iint\psi_i^\dagger(\mathbf r)\psi_j^\dagger(\mathbf r')\,\frac{\cos(\omega_{ij}R/c)}{R}\,(1-\boldsymbol\alpha\cdot\boldsymbol\alpha')\,\psi_j(\mathbf r)\psi_i(\mathbf r')\,d^3r\,d^3r', \tag{1}$$

with $R=|\mathbf r-\mathbf r'|$ and $\omega_{ij}=\varepsilon_i-\varepsilon_j$. The matrix $\boldsymbol\alpha$ acts on the spinors at $\mathbf r$, $\boldsymbol\alpha'$ on those at $\mathbf r'$. This is the Feynman-gauge form of exchange by Coulomb and transverse photons. Dropping $\boldsymbol\alpha\cdot\boldsymbol\alpha'$ and the cosine leaves Coulomb exchange alone. The potential $v_x=\delta E_x/\delta n$ is taken at fixed $c$.

It is assumed that $n$ determines $v$ up to a constant, that the densities near $n$ used below are also Kohn-Sham densities, and that $E_x$ is differentiable in $n$ and in $c$.

## 2. Scaling the density

Define $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$, which keeps the electron number. Let $\psi_i$ be the orbitals that give $n$ when the speed of light is $c'=c/\lambda$, with potential $v$ and energies $\varepsilon_i$. The scaled orbitals $\lambda^{3/2}\psi_i(\lambda\mathbf r)$ have density $n_\lambda$. Acting on them, $\mathbf p$ produces a factor $\lambda$, and since $c=\lambda c'$,

$$c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2\;\longrightarrow\;\lambda^2\left[c'\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c'^2\right]. \tag{2}$$

They therefore solve the Dirac equation at speed of light $c$ in the potential $\lambda^2v(\lambda\mathbf r)$, with energies $\lambda^2\varepsilon_i$. Positive-energy states stay positive-energy states. By the assumed uniqueness of the potential, these are the Kohn-Sham orbitals of $n_\lambda$ at $c$.

Now insert them in (1) and use $\lambda\mathbf r$, $\lambda\mathbf r'$ as integration variables. The orbital prefactors cancel the Jacobians, and $1/R$ gives one factor $\lambda$. The phase in the cosine becomes

$$\frac{\lambda^2\omega_{ij}\,(R/\lambda)}{\lambda c'}=\frac{\omega_{ij}R}{c'} ,$$

which is the phase of the unscaled system at $c'$. The transverse part thus scales like the Coulomb part:

$$E_x[n_\lambda;c]=\lambda\,E_x[n;c/\lambda]. \tag{3}$$

Compressing a density at given $c$ is equivalent, apart from the factor $\lambda$, to lowering the speed of light for the original density.

## 3. The virial relation

Differentiate (3) at $\lambda=1$. On the left,

$$\left.\frac{\partial n_\lambda}{\partial\lambda}\right|_{1}=3n+\mathbf r\cdot\nabla n=\nabla\cdot(\mathbf r n),$$

so the chain rule gives $\int v_x(3n+\mathbf r\cdot\nabla n)\,d^3r$. On the right, the prefactor contributes $E_x$, and the argument $c/\lambda$ contributes $-c\,\partial E_x/\partial c$, because $d(c/\lambda)/d\lambda=-c$ at $\lambda=1$. Hence

$$\boxed{\int v_x\,(3n+\mathbf r\cdot\nabla n)\,d^3r=E_x-c\left(\frac{\partial E_x}{\partial c}\right)_{n}} \tag{4}$$

The subscript matters: the density is held fixed while $c$ changes. If the density is allowed to relax, the chain rule gives

$$\frac{dE_x}{dc}=\left(\frac{\partial E_x}{\partial c}\right)_n+\int v_x\frac{dn}{dc}\,d^3r , \tag{5}$$

and the last term has no place in (4).

If the surface integral of $v_xn\,\mathbf r$ vanishes at infinity and around each nucleus, integration by parts turns the left side of (4) into $-\int n\,\mathbf r\cdot\nabla v_x\,d^3r$. A constant added to $v_x$ changes neither form, since $\int\nabla\cdot(\mathbf rn)\,d^3r=0$.

## 4. Local exchange from the uniform gas

A functional for use in (4) follows from the uniform gas with Fermi momentum $k_F=(3\pi^2n)^{1/3}$. Write $E_p=c\sqrt{p^2+c^2}$, including the rest energy. The projector on positive energies is

$$\Lambda_p=\tfrac12\left[1+(c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2)/E_p\right].$$

The spin sum is $W=\mathrm{Tr}\,\Lambda_p\Lambda_q-\sum_i\mathrm{Tr}\,\Lambda_p\alpha_i\Lambda_q\alpha_i$. With $\sum_i\alpha_i\alpha_i=3$, $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$ and $\sum_i\alpha_i\beta\alpha_i=-3\beta$, the two traces are

$$1+\frac{c^2\mathbf p\cdot\mathbf q+c^4}{E_pE_q},\qquad 3-\frac{c^2\mathbf p\cdot\mathbf q+3c^4}{E_pE_q},$$

and their difference is

$$W=-2+\frac{2c^2\mathbf p\cdot\mathbf q+4c^4}{E_pE_q}.$$

For plane waves in (1), $\omega=E_p-E_q$, and the integral over $\mathbf R$ is the Fourier transform $\int e^{i\mathbf k\cdot\mathbf R}\cos(\omega R/c)\,R^{-1}d^3R=4\pi/(k^2-\omega^2/c^2)$ at $\mathbf k=\mathbf p-\mathbf q$. Because $|dE_p/dp|<c$, $|E_p-E_q|<c\,|\mathbf p-\mathbf q|$ and the denominator is positive for $\mathbf p\ne\mathbf q$. The exchange energy per volume is then, with both momenta inside the Fermi sphere,

$$e_x=-\frac12\,\frac{4\pi}{(2\pi)^6}\iint\frac{W}{D}\,d^3p\,d^3q,\qquad D=|\mathbf p-\mathbf q|^2-\frac{(E_p-E_q)^2}{c^2}.$$

Substituting $p^2=E_p^2/c^2-c^2$ gives $D=2X/c^2$ with $X=E_pE_q-c^2\mathbf p\cdot\mathbf q-c^4$. Likewise $W=-2(X-c^4)/(E_pE_q)$. Therefore

$$\frac WD=-\frac{c^2}{E_pE_q}+\frac{c^6}{E_pE_q\,X}. \tag{6}$$

Set $p=c\sinh a$ and $q=c\sinh s$, so that $p^2dp/E_p=c\sinh^2\!a\,da$. Define

$$b=k_F/c,\quad \eta=\sqrt{1+b^2},\quad A=\operatorname{arsinh}b,\quad g=b\eta-A .$$

**First term of (6).** It factorizes into two integrals, each equal to

$$\int\frac{c}{E_p}\,d^3p=4\pi c^2\int_0^A\sinh^2\!a\,da=2\pi c^2g ,$$

and so contributes $-4\pi^2c^4g^2$.

**Second term.** The angular integral of $1/X$ is

$$\int_{-1}^{1}\frac{d\mu}{X}=\frac{2}{c^4\sinh a\sinh s}\ln\left|\frac{\sinh\frac{a+s}{2}}{\sinh\frac{a-s}{2}}\right| .$$

With the angular factor $8\pi^2$ the contribution is $16\pi^2c^4L(A)$, where

$$L(A)=\int_0^A\!\!\int_0^A\sinh a\,\sinh s\,\ln\left|\frac{\sinh\frac{a+s}{2}}{\sinh\frac{a-s}{2}}\right|da\,ds .$$

By symmetry, $dL/dA=2\sinh A$ times the $s$-integral at $a=A$. Integrate that by parts, with $\cosh s-\cosh A$ as the antiderivative of $\sinh s$. The boundary terms vanish. The derivative of the logarithm is

$$\tfrac12\left[\coth\tfrac{A+s}2+\coth\tfrac{A-s}2\right]=\frac{\sinh A}{\cosh A-\cosh s},$$

so the $s$-integral is $\int_0^A\sinh A\,ds=A\sinh A$. Thus $dL/dA=2A\sinh^2\!A$ and, since $L(0)=0$,

$$L=Ab\eta-\tfrac12b^2-\tfrac12A^2 .$$

**Sum.** Collecting prefactors gives $e_x=-(c^4/8\pi^3)(4L-g^2)$. Expanding with $b^2\eta^2=b^2+b^4$,

$$4L-g^2=6Ab\eta-3A^2-3b^2-b^4=2b^4-3g^2 .$$

The result is

$$e_x=-\frac{k_F^4}{4\pi^3}\,\Phi(b),\qquad \Phi=1-\frac32\left(\frac{g}{b^2}\right)^2. \tag{7}$$

Direct quadrature of the momentum integral tests this: at $b=1$ both routes give $\Phi=0.574122$.

For the potential, $dg/db=\eta+b^2/\eta-1/\eta=2b^2/\eta$. Writing (7) as $e_x=-(c^4/4\pi^3)(b^4-\tfrac32g^2)$ gives

$$\frac{de_x}{db}=-\frac{c^4}{4\pi^3}\left(4b^3-\frac{6b^2g}{\eta}\right).$$

Dividing by $dn/db=c^3b^2/\pi^2$ yields

$$v_x=-\frac{k_F}{\pi}\left[1-\frac{3g}{2b\eta}\right]=-\frac{k_F}{\pi}\left[-\frac12+\frac{3A}{2b\eta}\right]. \tag{8}$$

## 5. Why local exchange obeys the relation

Equation (7) has the form $e_x=c^4F(b)$. At fixed $n$, $c\,\partial b/\partial c=-b$; at fixed $c$, $n\,\partial b/\partial n=b/3$. Hence

$$c\left(\frac{\partial e_x}{\partial c}\right)_n=4e_x-c^4bF'=4e_x-3nv_x , \tag{9}$$

and the right side of (4) is $3\int(nv_x-e_x)\,d^3r$. On the left, $v_x\nabla n=\nabla e_x$, and integration by parts gives $\int\mathbf r\cdot\nabla e_x\,d^3r=-3\int e_x\,d^3r$. The two sides agree for any density with vanishing surface terms, whether self-consistent or not.

This fixes what the check can show. Agreement means that energy, potential, density gradient and $c$-derivative are consistent in this one integral; a constant error in $v_x$, for instance, leaves the left side unchanged. It does not mean that the functional is accurate. Nonrelativistic local exchange evaluated on a Dirac density also satisfies (4), with a zero $c$-term, because its formula contains no $c$.

**Weakly relativistic limit.** For small $b$, $g=\tfrac23b^3-\tfrac15b^5+\dots$, so $\Phi=1-\tfrac23b^2+\dots$. The correction to $e_x$ is $k_F^6/(6\pi^3c^2)=3\pi n^2/(2c^2)$, and

$$c\left(\frac{\partial E_x}{\partial c}\right)_n\approx-\frac{3\pi}{c^2}\int n^2\,d^3r . \tag{10}$$

The sign is negative because relativity weakens exchange at fixed density, so raising $c$ makes $E_x$ more negative. As $c\to\infty$ the Levy-Perdew relation returns.

To find the next order, insert (7) and (8) in (9):

$$c\left(\frac{\partial e_x}{\partial c}\right)_n=-\frac{3c^4}{2\pi^3}\,g\left(\frac{b^3}{\eta}-g\right).$$

With $b^3/\eta=b^3-\tfrac12b^5+\dots$, this equals the integrand of (10) times $1-\tfrac65b^2+\dots$. The leading estimate is thus too large in magnitude when $b$ is small but not negligible.

**Ultrarelativistic limit.** For large $b$, $g/b^2\to1$ and $\Phi\to-\tfrac12$. Then $e_x\to k_F^4/(8\pi^3)$, which is positive and independent of $c$. The Compton length has dropped out, and the $c$-term becomes small relative to $E_x$. The sign change comes from the transverse part: for Coulomb exchange alone the spin sum is the first trace above, which is positive, and the energy stays negative.

## 6. Formulas for a radial code

For a spherical atom let $\rho(r)=4\pi r^2n(r)$. Since $r\,dn/dr=(r\rho'-2\rho)/(4\pi r^2)$, the left side of (4) is

$$I=\int_0^\infty v_x(r)\left[\rho+r\frac{d\rho}{dr}\right]dr . \tag{11}$$

On a logarithmic grid $x=\ln r$ the bracket is $\rho+d\rho/dx$. The derivative should come from the orbital representation. If it is replaced by an integration by parts, the gradient is no longer checked.

The right side needs $E_x$ at two neighbouring values of $c$ on the stored density, with no new self-consistent solution, or equation (9). The two routes test different things. The difference quotient tests the $c$-dependence of the coded energy, which (9) takes for granted. Equation (9) tests $v_x=de_x/dn$ including its additive constant: a constant $k$ added to $v_x$ leaves (11) and the quotient unchanged, but shifts the right side of (4) computed with (9) by $3kN$ for $N$ electrons.

At small $b$, $g=b\eta-A$ is a difference of nearly equal numbers, but this does little harm here. A rounding error of relative size $\epsilon$ in $b\eta$ changes $g$ by about $\epsilon b$, and $\Phi$ in (7) by only about $2\epsilon$. The second form of (8) does not contain $g$ at all. Both can be used as they stand, provided $A$ comes from a library $\operatorname{arsinh}$ that keeps relative accuracy at small argument. Coded as $\ln(b+\eta)$, $A$ has an absolute error $\epsilon$; the error of $\Phi$ then grows as $\epsilon/b$ and is of order one near $b=10^{-8}$. The short form $v_x\approx-(k_F/\pi)(1-b^2)$ omits terms of relative order $b^4$ and serves for estimates only.

A point nucleus makes the Dirac density diverge as $r^{2\gamma-2}$ with $\gamma=\sqrt{1-(Z/c)^2}$. The surface term then behaves as $r^3n^{4/3}\sim r^{3+8(\gamma-1)/3}$. For $Z=48$, $\gamma\approx0.94$, and the term vanishes at the nucleus.

## 7. The same derivative from the orbitals

The local functional satisfies (4) identically, so a check that involves the self-consistent solution is useful. For a bound state the expectation value of $[\mathbf r\cdot\mathbf p,H]$ is zero. The kinetic operator contributes $i\,c\,\boldsymbol\alpha\cdot\mathbf p$, the potential $-i\,\mathbf r\cdot\nabla v$, and the mass term nothing. Summed over occupied orbitals,

$$\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=\int n\,\mathbf r\cdot\nabla v\,d^3r .$$

Take $v=-Z/r+v_H+v_x$. The direct transverse interaction is absent because the current is zero.

- The nuclear part gives $\int nZ/r\,d^3r=-E_{ne}$.
- The Hartree part gives $-E_H$: symmetrizing in $\mathbf r$ and $\mathbf r'$ turns $\mathbf r\cdot\nabla(1/R)$ into $-1/(2R)$.
- The exchange part is minus the left side of (4).

With (4) inserted and the terms rearranged,

$$c\left(\frac{\partial E_x}{\partial c}\right)_n=\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle+E_{ne}+E_H+E_x . \tag{12}$$

The left side concerns a change of $c$ in the functional. The right side needs one self-consistent solution at the physical $c$. Because large terms cancel in it, (12) is also sensitive to an incomplete basis and to poor convergence.

## 8. Cadmium

The Cd atom has closed shells. It is treated here with four-component Kohn-Sham orbitals, a point nucleus and the exchange functional (7). Correlation, vacuum effects, nuclear size and nonlocal exchange are left out, so the energies belong to this model. The full values are in the numerical output.

The ratio $b=k_F/c$ is 1.07 at $r=0.001$ bohr, 0.73 at 0.01, 0.19 at 0.1 and 0.026 at 1 bohr. The core is relativistic for exchange and the valence region hardly so.

**The relation.** The exchange energy is $E_x=-137.4017$ hartree. A central difference in $c$ at fixed density gives $c\,\partial E_x/\partial c=-12.5059$ hartree. The right side of (4) is

$$-137.4017+12.5059=-124.8958\ \text{hartree}\quad(-3398.6\ \text{eV}).$$

The virial integral (11) gives $-124.8958$ hartree; the two differ by $1.6\times10^{-5}$ hartree, which is the step error of the difference quotient (relative step $10^{-3}$). The uncorrected relation would be wrong by 12.5 hartree, or 9.1 percent of $|E_x|$. These sizes are those of local exchange. The orbital expression (1), evaluated for the same density, gives $E_x\approx-147.9$ hartree and a $c$-term of about $-7.9$ hartree, some 5 percent of $|E_x|$.

**The orbital balance.** Equation (12) gives

$$11404.4852-13542.6135+2263.0241-137.4017=-12.5059\ \text{hartree}.$$

Terms of order $10^4$ hartree cancel to leave the value found by differentiating the functional. The first two terms move by about $2\times10^{-4}$ hartree with basis and grid, in opposite directions, and the sum keeps the digits shown. This tests the kinetic expectation value and the self-consistency. It does not test the strength of the Hartree term: if the same wrong factor multiplies $v_H$ and $E_H$, the Hartree part of the balance is still $-E_H$ and (12) still holds.

**Where the term arises.** The sphere $r<0.1$ bohr supplies 90.4 percent of the $c$-term but 40.6 percent of $E_x$. The leading estimate (10) gives $-17.5$ hartree, 40 percent too large in magnitude. At $r=0.1$ bohr its next-order factor is $1-\tfrac65(0.192)^2\approx0.96$, a small change. Of the excess of 5.0 hartree, 4.8 comes from the region $0.3<b<1$; the region $b>1$, where the series in $b^2$ diverges, holds less than 1 percent of the $c$-term. In the range that matters the series converges slowly: its first partial sums for Cd are $-17.5$, $-9.8$, $-14.2$, $-11.4$ and $-13.4$ hartree. To evaluate the local functional in the core of this atom the full function $\Phi$ is needed.

**Fixed or relaxed density.** New self-consistent solutions at slightly changed $c$ give a total derivative $c\,dE_x/dc=-7.434$ hartree (a step of 1 percent in $c$ gives $-7.436$). By (5), the response of the density contributes

$$-7.434-(-12.506)=+5.072\ \text{hartree}.$$

This term has the opposite sign to the explicit dependence on $c$ and cancels part of it. Using the total derivative in (4) would give $-129.97$ hartree, an error of 5.07 hartree. A discrepancy of this kind need not point to a faulty potential.

**Approach to the nonrelativistic limit.** With the Cd density kept and $c$ in the functional raised a hundredfold, $E_x=-144.73879$ and the virial integral is $-144.73704$ hartree. The remaining difference is 0.00175 hartree. Equation (10) predicts $17.547/100^2=0.00175$ hartree, so the last trace of the $c$-term has the derived size.

**Beyond local exchange.** The scaling law (3) was also tested for nonlocal Coulomb exchange. Ten electrons in the shells $1s^22s^22p^6$ occupy the model potential $rv=-(10+30e^{-4r})$, in atomic units. With $\lambda=1.3$, the scaled system at $c$ and $\lambda$ times the plain system at $c/\lambda$ both give $-90.744745$ hartree. For the transverse part of (1) the law rests on the derivation in section 2.

## 9. Conditions of use

Equation (4) holds for an approximate functional if that functional obeys (3). A gradient-corrected form $e_x=k_F^4\,G(b,s)$ with $s=|\nabla n|/(2k_Fn)$ does so: under scaling $k_F$ becomes $\lambda k_F$ and $s$ is unchanged, so $b$ takes the value it has for the original density at $c/\lambda$. A form with a fixed length, such as a range-separation parameter held constant, breaks (3) and needs a further derivative with respect to that length.

The potential in (4) must be the functional derivative of the same $E_x$ that stands on the right. Combining a relativistic $v_x$ with a nonrelativistic $E_x$, or a Coulomb-only energy with a potential that includes the transverse part, destroys the equality. The correlation potential must be left out, because the single factor $\lambda$ in (3) came from an energy of first order in the interaction, evaluated with Kohn-Sham orbitals. For open shells with a current, the functional depends on the current as well, and its scaling must be added to the left side.

## Calculated quantities

```
speed of light c = 137.035999 a.u.; nuclear charge Z = 48
largest relative error of Dirac test levels = 1.3e-08
Fock scaling test, model r*v = -(10 + 30 exp(-4r)), 1s2 2s2 2p6:
  scale factor lambda = 1.3
  E_x of scaled system at c = -90.744745 hartree
  lambda * E_x of plain system at c/lambda = -90.744745 hartree
uniform gas, exchange relative to nonrelativistic value:
  k_F/c = 0.3: quadrature 0.943053, closed form 0.943053
  k_F/c = 1.0: quadrature 0.574122, closed form 0.574122
  k_F/c = 3.0: quadrature -0.088966, closed form -0.088966
Cd atom, Dirac-Kohn-Sham, relativistic local exchange only:
  number of electrons = 48.000000
  1s level = -968.5891 hartree
  5s level = -0.1807 hartree
  k_F/c at r = 0.001 bohr: 1.0713
  k_F/c at r = 0.01 bohr: 0.7299
  k_F/c at r = 0.1 bohr: 0.1922
  k_F/c at r = 1.0 bohr: 0.0256
  exchange energy E_x = -137.40168 hartree
  virial integral of v_x = -124.89581 hartree
  c dE_x/dc at fixed density = -12.50588 hartree
  E_x - c dE_x/dc = -124.89580 hartree = -3398.59 eV
  virial integral minus right side = -1.6e-05 hartree
  slope of E_x under density scaling = -124.89581 hartree
  <c alpha.p> = 11404.4852 hartree
  electron-nucleus energy = -13542.6135 hartree
  Hartree energy = 2263.0241 hartree
  c dE_x/dc from orbital balance = -12.5059 hartree
  leading-order c dE_x/dc = -17.5472 hartree
  share of c-term inside r = 0.1 bohr: 90.4 percent
  share of E_x inside r = 0.1 bohr: 40.6 percent
  total c dE_x/dc, density relaxed = -7.436 hartree
same Cd density, c made 100 times larger:
  E_x = -144.73879 hartree, virial integral = -144.73704 hartree
```
